# Zero-energy edge band of zigzag graphene from a momentum-resolved winding number: test program

```python
# Result under test: a zigzag edge of nearest-neighbour graphene has one
# zero-energy state per spin where |g| < 1, g = 2 cos(k a/2). This is one
# third of the edge Brillouin zone and equals a winding number at fixed k.
# Symbols: a edge period, t hopping, ka = k*a, N number of zigzag chains,
# q phase per chain, t2 second-neighbour hopping, U on-site repulsion.
# Site order: A_1, B_1, A_2, B_2, ... ; A_1 is the outer atom of the edge.
import numpy as np
from scipy import constants
from scipy.optimize import brentq

a = 0.246        # nm, rough typical value for graphene
t = 2.7          # eV, rough typical value
t2 = 0.1         # eV, rough typical size
U = 3.0          # eV, rough typical size
N = 24           # chains in the example ribbon
bond = a / np.sqrt(3)
pi = np.pi


def find_bonds(chains, length):
    """All pairs of sites at the given distance, with their x separation."""
    n = np.arange(chains)
    x = np.empty(2 * chains)
    y = np.empty(2 * chains)
    x[0::2], y[0::2] = (n % 2) * a / 2, 1.5 * bond * n
    x[1::2], y[1::2] = ((n + 1) % 2) * a / 2, 1.5 * bond * n + bond / 2
    rows, cols, seps = [], [], []
    for shift in range(-2, 3):
        dx = x[None, :] - x[:, None] + shift * a
        dy = y[None, :] - y[:, None]
        i, j = np.where(abs(np.hypot(dx, dy) - length) < 1e-6 * a)
        rows.append(i)
        cols.append(j)
        seps.append(dx[i, j])
    return (2 * chains, np.concatenate(rows), np.concatenate(cols),
            np.concatenate(seps))


def bond_sum(ka, bonds):
    """Matrix of summed Bloch phases over the listed bonds."""
    size, i, j, dx = bonds
    m = np.zeros((size, size), complex)
    np.add.at(m, (i, j), np.exp(1j * ka * dx / a))
    assert abs(m.imag).max() < 1e-12
    return m.real


def g_of(ka):
    return 2 * np.cos(ka / 2)


small = find_bonds(5, bond)
q_grid = np.linspace(0, 2 * pi, 2001)


def winding(ka, bearded=False):
    """Accumulated phase of the bulk off-diagonal element, from geometry."""
    m = bond_sum(ka, small)
    if bearded:      # cell pairs B_n with A_(n+1); row of A in the middle
        row, cell = m[4, 1::2], 1
    else:            # cell pairs A_n with B_n; row of B in the middle
        row, cell = m[5, 0::2], 2
    f = sum(row[c] * np.exp(1j * q_grid * (c - cell)) for c in range(5))
    return int(round(np.angle(f[1:] / f[:-1]).sum() / (2 * pi)))


# Chain form of the Hamiltonian against the one built from positions
ribbon = find_bonds(N, bond)
for ka in (0.3, 1.9, 4.4):
    off = np.ones(2 * N - 1)
    off[0::2] = g_of(ka)
    chain = np.diag(off, 1) + np.diag(off, -1)
    assert np.allclose(bond_sum(ka, ribbon), chain, atol=1e-12)

# Edge momenta at which the winding number jumps, by bisection


def jump(lo, hi):
    w_lo = winding(lo)
    assert winding(hi) != w_lo
    for _ in range(30):
        mid = (lo + hi) / 2
        if winding(mid) == w_lo:
            lo = mid
        else:
            hi = mid
    return (lo + hi) / 2


k_start, k_end = jump(0.5 * pi, 0.9 * pi), jump(1.1 * pi, 1.6 * pi)
assert abs(k_start - 2 * pi / 3) < 1e-5
assert abs(k_end - 4 * pi / 3) < 1e-5
fraction = (k_end - k_start) / (2 * pi)
assert abs(fraction - 1 / 3) < 1e-5

# Wide ribbon: count of states in the bulk gap against the winding number,
# and the single zero state of a ribbon whose lower edge is bearded
wide_n, mesh = 120, 60
wide = find_bonds(wide_n, bond)
zigzag_count = bearded_count = 0
moment_sum = 0.0
for ka in 2 * pi * (np.arange(mesh) + 0.5) / mesh:
    ham = -t * bond_sum(ka, wide)
    energy, vec = np.linalg.eigh(ham)
    g = abs(g_of(ka))
    in_gap = abs(energy) < t * abs(1 - g) - 1e-9
    w = winding(ka)
    assert in_gap.sum() == 2 * w           # one per edge, and no others
    if w:
        assert abs(energy[in_gap]).max() < 1e-3 * t
        moment_sum += (vec[0, in_gap] ** 2).sum() / mesh
    zigzag_count += w
    e_b, v_b = np.linalg.eigh(ham[1:, 1:])  # outer atom A_1 removed
    zero = np.argmin(abs(e_b))
    assert abs(e_b[zero]) < 1e-10
    on_bearded = (v_b[:wide_n, zero] ** 2).sum() > 0.5
    assert int(on_bearded) == winding(ka, bearded=True)
    bearded_count += int(on_bearded)
assert 3 * zigzag_count == mesh and 3 * bearded_count == 2 * mesh

# Moment of the edge atom when one spin of the edge band is filled
moment_rigid = np.sqrt(3) / pi - 1 / 3
assert abs(moment_sum - moment_rigid) < 1e-3

# Example ribbon at one momentum inside the window
ka0 = 0.8 * pi
g0 = g_of(ka0)
energy, vec = np.linalg.eigh(-t * bond_sum(ka0, ribbon))
pair = vec[:, N - 1:N + 1]
amp = pair[0::2, 0] / np.linalg.norm(pair[0::2, 0])
weights = amp[:4] ** 2
assert np.allclose(weights, (1 - g0**2) * g0 ** (2 * np.arange(4)), atol=1e-6)
assert np.allclose(amp[1:5] / amp[:4], -g0, atol=1e-6)
assert (pair[1:N:2] ** 2).sum() < 1e-4     # no B weight near the A edge
decay = (np.sqrt(3) * a / 2) / np.log(1 / abs(g0))

# Finite-width energy of the edge pair
kappa = brentq(lambda s: abs(g0) - np.sinh(N * s) / np.sinh((N + 1) * s),
               1e-3, 5.0, xtol=1e-14)
e_diag = energy[N]
e_formula = t * np.sinh(kappa) / np.sinh((N + 1) * kappa)
e_approx = t * (1 - g0**2) * abs(g0) ** N
assert abs(e_diag / e_formula - 1) < 1e-6
assert abs(e_diag / e_approx - 1) < 1e-3

# Threshold for edge states in the finite ribbon
g_limit = N / (N + 1)
for factor, expected in ((0.999, 2), (1.001, 0)):
    g = g_limit * factor
    e = np.linalg.eigvalsh(-t * bond_sum(2 * np.arccos(g / 2), ribbon))
    assert (abs(e) < t * (1 - g) - 1e-9).sum() == expected
ribbon_fraction = 1 - 2 / pi * np.arccos(g_limit / 2)

# Second-neighbour hopping: edge-band energy relative to the Dirac energy
second = find_bonds(N, a)


def edge_shift(ka, hop2):
    ham = -t * bond_sum(ka, ribbon) - hop2 * bond_sum(ka, second)
    return np.linalg.eigvalsh(ham)[N - 1:N + 1].mean() - 3 * hop2


for ka in (0.75 * pi, ka0, pi):
    first_order = -(1 - g_of(ka) ** 2)
    assert abs(edge_shift(ka, 1e-4) / 1e-4 / first_order - 1) < 2e-3
shift_pi, shift_0 = edge_shift(pi, t2), edge_shift(ka0, t2)
shift_0_first = -t2 * (1 - g0**2)

# Hubbard mean field at half filling, opposite moments on the two edges


def mean_field(points):
    kas = pi * (np.arange(points) + 0.5) / points
    stack = np.array([-t * bond_sum(ka, ribbon) for ka in kas])
    m = np.zeros(2 * N)
    m[0], m[-1] = 0.2, -0.2
    change = 1.0
    for _ in range(300):
        e, v = np.linalg.eigh(stack - np.diag(U * m / 2))
        new = 2 * (v[:, :, :N] ** 2).sum(axis=2).mean(axis=0) - 1
        change = abs(new - m).max()
        m = new
        if change < 1e-7:
            break
    assert change < 1e-7
    assert e[:, N].min() > e[:, N - 1].max()   # filling N states is right
    at_pi = np.linalg.eigvalsh(-t * bond_sum(pi, ribbon) - np.diag(U * m / 2))
    return m[0], at_pi[N] - at_pi[N - 1], (e[:, N] - e[:, N - 1]).min()


m_coarse, split_coarse, gap_coarse = mean_field(24)
m_edge, split_pi, gap_min = mean_field(48)
assert m_edge > 0.1
assert abs(split_pi - U * m_edge) < 1e-5
assert abs(m_edge - m_coarse) < 0.01
thermal = constants.k * 300 / constants.e

width = (1.5 * N - 1) * bond
print(f"edge period a = {a:.3f} nm")
print(f"hopping t = {t:.2f} eV")
print(f"second-neighbour hopping t' = {t2:.2f} eV")
print(f"on-site repulsion U = {U:.2f} eV")
print(f"chains N = {N}, ribbon width = {width:.2f} nm")
print(f"winding at ka = 0.5 pi: {winding(0.5 * pi)}")
print(f"winding at ka = 0.8 pi: {winding(ka0)}")
print(f"window start ka/pi = {k_start / pi:.5f}")
print(f"window end ka/pi = {k_end / pi:.5f}")
print(f"window fraction of edge zone = {fraction:.5f}")
print(f"edge zone width 2 pi/a = {2 * pi / a:.2f} 1/nm")
print(f"window width = {(k_end - k_start) / a:.2f} 1/nm")
print(f"edge states per length, edge and spin = {fraction / a:.3f} 1/nm")
print(f"count test: ribbon of {wide_n} chains, {mesh} momenta")
print(f"momenta with zigzag edge state = {zigzag_count}")
print(f"momenta with bearded edge state = {bearded_count}")
print(f"g at ka = 0.8 pi: {g0:.4f}")
for n_chain, weight in enumerate(weights, 1):
    print(f"weight on A atom of chain {n_chain} = {weight:.4f}")
print(f"amplitude decay length at 0.8 pi = {decay:.3f} nm")
print(f"kappa at 0.8 pi = {kappa:.5f}")
print(f"edge energy |E|, diagonalization = {e_diag:.4e} eV")
print(f"edge energy |E|, exact condition = {e_formula:.4e} eV")
print(f"edge energy |E|, leading form = {e_approx:.4e} eV")
print(f"ribbon threshold N/(N+1) = {g_limit:.4f}")
print(f"edge-state fraction in this ribbon = {ribbon_fraction:.4f}")
print(f"t' shift at ka = pi: {shift_pi:.4f} eV")
print(f"t' shift at 0.8 pi, diagonalization = {shift_0:.4f} eV")
print(f"t' shift at 0.8 pi, first order = {shift_0_first:.4f} eV")
print(f"edge moment, rigid band = {moment_rigid:.4f} Bohr magneton")
print(f"rigid-band splitting at ka = pi: {U * moment_rigid:.3f} eV")
print(f"edge moment, mean field = {m_edge:.4f} Bohr magneton")
print(f"mean-field splitting at ka = pi: {split_pi:.3f} eV")
print(f"smallest direct mean-field gap on mesh = {gap_min:.3f} eV")
print(f"moment shift, 24 to 48 k points = {m_edge - m_coarse:.1e} Bohr magn.")
print(f"splitting shift, 24 to 48 = {split_pi - split_coarse:.1e} eV")
print(f"smallest-gap shift, 24 to 48 = {gap_min - gap_coarse:.1e} eV")
print(f"thermal energy at 300 K = {thermal:.4f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
edge period a = 0.246 nm
hopping t = 2.70 eV
second-neighbour hopping t' = 0.10 eV
on-site repulsion U = 3.00 eV
chains N = 24, ribbon width = 4.97 nm
winding at ka = 0.5 pi: 0
winding at ka = 0.8 pi: 1
window start ka/pi = 0.66667
window end ka/pi = 1.33333
window fraction of edge zone = 0.33333
edge zone width 2 pi/a = 25.54 1/nm
window width = 8.51 1/nm
edge states per length, edge and spin = 1.355 1/nm
count test: ribbon of 120 chains, 60 momenta
momenta with zigzag edge state = 20
momenta with bearded edge state = 40
g at ka = 0.8 pi: 0.6180
weight on A atom of chain 1 = 0.6180
weight on A atom of chain 2 = 0.2361
weight on A atom of chain 3 = 0.0902
weight on A atom of chain 4 = 0.0344
amplitude decay length at 0.8 pi = 0.443 nm
kappa at 0.8 pi = 0.48121
edge energy |E|, diagonalization = 1.6094e-05 eV
edge energy |E|, exact condition = 1.6094e-05 eV
edge energy |E|, leading form = 1.6094e-05 eV
ribbon threshold N/(N+1) = 0.9600
edge-state fraction in this ribbon = 0.3187
t' shift at ka = pi: -0.1000 eV
t' shift at 0.8 pi, diagonalization = -0.0618 eV
t' shift at 0.8 pi, first order = -0.0618 eV
edge moment, rigid band = 0.2180 Bohr magneton
rigid-band splitting at ka = pi: 0.654 eV
edge moment, mean field = 0.2854 Bohr magneton
mean-field splitting at ka = pi: 0.856 eV
smallest direct mean-field gap on mesh = 0.219 eV
moment shift, 24 to 48 k points = 1.4e-04 Bohr magn.
splitting shift, 24 to 48 = 4.1e-04 eV
smallest-gap shift, 24 to 48 = -5.0e-03 eV
thermal energy at 300 K = 0.0259 eV
ALL CHECKS PASSED
```
